# Classifying Supercell Defect States by Inverse Participation Ratios at Two Sizes

## Result and scope

Let an eigenstate have amplitudes $c(\mathbf r)$ on $N$ orthonormal sites, with $\sum_{\mathbf r}|c|^2=1$. Its inverse participation ratio is $P=\sum_{\mathbf r}|c|^4$. For the same level in two supercells, $N_1<N_2$, compute

$$\alpha=\frac{\ln(P_1/P_2)}{\ln(N_2/N_1)} .$$

A bound defect state gives $\alpha\to0$ and an extended host state gives $\alpha\to1$ as both cells grow at a fixed ratio $N_2/N_1$. I label $\alpha<0.25$ "localized", $\alpha>0.75$ "host-like", and the rest "undecided". These thresholds are a convention.

At finite size the label describes behaviour on the scale of the two cells. A shallow bound state wider than the cells looks host-like, and a narrow resonance inside a band can look localized. Both cases are worked out below.

## Why the two exponents arise

Write $\rho=|c|^2$. The Cauchy inequality gives $1=(\sum\rho)^2\le N\sum\rho^2$. Since $\rho\ge0$, also $\sum\rho^2\le(\sum\rho)^2=1$. Hence $1/N\le P\le1$.

A bound state converges to a fixed normalizable function, so $P_1$ and $P_2$ approach the same $P_\infty>0$ and the logarithm in $\alpha$ vanishes. For an extended state write $c=u/\sqrt N$, where $|u|^2$ has cell average 1. Then

$$P=\frac1{N^2}\sum_{\mathbf r}|u|^4=\frac CN,\qquad C=\langle|u|^4\rangle,$$

$$\alpha=1+\frac{\ln(C_1/C_2)}{\ln(N_2/N_1)} .$$

If $C$ converges to a finite value, $\alpha\to1$. A plane wave has $C=1$. A cosine has $C=\langle\cos^4\rangle/\langle\cos^2\rangle^2=(3/8)/(1/4)=3/2$.

**Degenerate levels.** A diagonalizer returns an arbitrary basis of a degenerate level, so single-state values are arbitrary too. For $g$ degenerate states use

$$\rho(\mathbf r)=\frac1g\sum_{i=1}^g|c_i(\mathbf r)|^2,\qquad P=\sum_{\mathbf r}\rho^2 .$$

The sum over $i$ is the diagonal element of the projector onto the level, which no unitary rotation within the level changes. For the first six-fold host level of a 216-site cubic cell, one random rotation gave single-state values of $NP$ from 2.17 to 2.46, while the group value was 1.000.

## A defect model that can be solved

Take a simple cubic host with spacing $d$, hopping $t$ and one orbital per site. Count hole energy from the valence-band edge into the band, so that bound levels are negative:

$$\varepsilon_{\mathbf k}=2t\sum_{i=x,y,z}(1-\cos k_id).$$

The cells are cubes of edge $\ell$ sampled at $\Gamma$ unless stated. Put an attraction $-U$ on site 0 and seek a level at $-B$. With host Hamiltonian $H_0$,

$$(H_0+B)\,c=U\,c(0)\,\delta_{\mathbf r,0}.$$

Inverting in plane waves gives $c(\mathbf r)=U\,c(0)\,g(\mathbf r)$, with

$$g(\mathbf r)=\frac1N\sum_{\mathbf k}\frac{e^{i\mathbf k\cdot\mathbf r}}{\varepsilon_{\mathbf k}+B}.$$

Setting $\mathbf r=0$ fixes the level, and normalizing fixes $P$:

$$\frac1U=g(0),\qquad P=\frac{\sum g^4}{(\sum g^2)^2}.$$

**A level below the edge is not proof of binding.** In a finite cell the $\mathbf k=0$ term of $g(0)$ is $1/(NB)$. Thus $g(0)$ falls continuously from infinity to zero as $B$ rises from zero, and there is a solution for any $U>0$. In the infinite crystal, use $1/(\varepsilon+B)=\int_0^\infty e^{-(\varepsilon+B)s}ds$. The $\mathbf k$ average factorizes, and each direction gives a modified Bessel function:

$$g(0)=\int_0^\infty e^{-Bs}\left[e^{-2ts}I_0(2ts)\right]^3ds .$$

At large $s$ the bracket cubed behaves as $(4\pi ts)^{-3/2}$, so the integral stays finite at $B=0$. Binding therefore needs $U>U_c=1/g(0)|_{B=0}$. For $t=1$ eV, $U_c=3.957$ eV. At $U=2$ eV the cells of 216 and 512 sites still show levels at $-0.016$ and $-0.007$ eV, although $U<U_c$ rules out a bound state. Here $\alpha=1.01$ gives the correct label, host-like.

## Approach to the bound-state plateau

For $\kappa d\ll1$, $H_0$ becomes $-td^2\nabla^2$. Its Green function, multiplied by the site volume $d^3$, gives away from the origin

$$g_\infty(R)=A\frac{e^{-\kappa R}}R,\qquad A=\frac d{4\pi t},\qquad B=td^2\kappa^2 .$$

On the lattice, the decay along an axis follows from setting $k=i\kappa$ in the band: $2t(\cosh\kappa d-1)=B$. The change of $g_\infty(0)$ with $B$ is the limit of $A(e^{-\kappa r}-1)/r$ at $r\to0$, so $g_\infty(0)=1/U_c-A\kappa$ to leading order.

A periodic cell adds the six nearest images, $6Ae^{-\kappa\ell}/\ell$. At fixed $U$ the decay constant shifts from $\kappa$ to $\kappa_\ell$:

$$\frac1{U_c}-A\kappa=\frac1{U_c}-A\kappa_\ell+\frac{6A}{\ell}e^{-\kappa\ell}
\ \Rightarrow\
\kappa_\ell-\kappa=\frac6\ell e^{-\kappa\ell}.$$

The norm follows from $S=\sum g^2=N^{-1}\sum_{\mathbf k}(\varepsilon_{\mathbf k}+B)^{-2}=-\partial g(0)/\partial B$. With $\partial\kappa/\partial B=1/(2td^2\kappa)$,

$$S_\ell=\frac A{2td^2\kappa_\ell}\left(1+6e^{-\kappa\ell}\right).$$

Inserting $1/\kappa_\ell\simeq\kappa^{-1}[1-6e^{-\kappa\ell}/(\kappa\ell)]$ gives

$$\frac{S_\ell}{S_\infty}=1+6e^{-\kappa\ell}\left(1-\frac1{\kappa\ell}\right).$$

The numerator $\sum g^4$ is dominated by the central site, where $g(0)=1/U$ is fixed. On the neighbours, the site equation $(6t+B)g(0)-6tg(d)=1$ gives $\delta g(d)=g(0)\,\delta B/(6t)$, with $\delta B=2td^2\kappa\,(\kappa_\ell-\kappa)$. This is smaller than the norm correction by a factor of order $\kappa d^2/\ell$ and is dropped. Since $P\propto S^{-2}$,

$$\frac{P_\ell}{P_\infty}=1-12\,e^{-\kappa\ell}\left(1-\frac1{\kappa\ell}\right).$$

This holds for a short-range defect, to leading order in $\kappa d$ and with nearest images. At $\Gamma$ and for $\kappa\ell\gg1$ the plateau is approached from below, so $\alpha$ is slightly negative. At the zone corner the six nearest images enter with the opposite sign and the plateau is approached from above. When $\kappa\ell$ is only 1 to 2 the law does not apply: a level at 0.05 eV gives $\alpha=+0.12$ for 216 and 512 sites even at $\Gamma$. For $B=0.16$ eV, $t=1$ eV and $d=0.27$ nm, the decay length is 0.679 nm. A cell of 8000 sites has $\ell=5.4$ nm and $\kappa\ell=7.95$. The law gives a deficit of 0.00371 relative to $P_\infty$; direct evaluation of the lattice sums gives 0.00368. The twelve next-nearest images, left out of the law, would alone raise its deficit by about 7%, so the closer agreement is partly a cancellation of neglected terms.

A deeper level, at 0.5 eV, shows the same sign in small cells. Diagonalization gives $P=0.3636$ and $0.4074$ for 216 and 512 sites, against $P_\infty=0.424$:

$$\alpha=\frac{\ln(0.3636/0.4074)}{\ln(512/216)}=\frac{-0.114}{0.863}=-0.13 .$$

## Host states beside the defect

The first host shell has three cosines and three sines, each normalized by $\sqrt{2/N}$. One combination, $\sqrt{2/(3N)}\,s$ with $s=\cos x+\cos y+\cos z$ and $x$, $y$, $z$ the phases along the axes, is non-zero at the defect. The other five vanish there and stay eigenstates for any $U$. The six densities add to $6/N$, so

$$\rho=\frac1{5N}\left(6-\frac23s^2\right),\qquad
P=\frac1{25N}\left[36-8\langle s^2\rangle+\frac49\langle s^4\rangle\right].$$

For five or more sites per edge, $\langle s^2\rangle=3/2$ and $\langle s^4\rangle=3(3/8)+3\cdot6(1/4)=45/8$. The bracket is $36-12+5/2=26.5$, hence $P=1.06/N$ and $\alpha=1$.

The symmetric scattering state does feel the defect. If its central density is $a/N$, the central site adds $a^2/N^2$ to the host part:

$$P\simeq\frac CN+\frac{a^2}{N^2},\qquad
-\frac{d\ln P}{d\ln N}=\frac{C+2a^2/N}{C+a^2/N}.$$

With $C$ and $a$ held constant, the exponent lies between 1 and 2 and falls towards 1. In the cells with the 0.5 eV defect it is 1.66 from 216 to 512 sites and 1.46 from 512 to 1728. The form gives only the trend here, because $a$ itself falls, from about 25 at 216 sites to about 20 at 1728. Thus $\alpha>1$ does not by itself indicate an error.

## Procedure

```
for cell in (small, large):
    diagonalize at the same k point
    group levels closer than a degeneracy tolerance
    for each group:
        rho = mean over members of |c(r)|^2
        P   = sum over sites of rho^2
match groups by symmetry, degeneracy and order
for each matched group:
    alpha = ln(P_small/P_large) / ln(N_large/N_small)
    label = localized  if alpha < 0.25
            host-like  if alpha > 0.75
            undecided  otherwise
repeat with a larger pair and another k point
compare N*P and the energy with the failure modes below
```

Energy alone is a poor key for matching, because host levels move as the cell grows. If the code supplies a density on a real-space grid, use $\int\rho^2d^3r$ instead of $P$. A uniform state then gives $1/V$, with $V$ the cell volume, and the same exponent follows with $V$ in place of $N$.

**Cost.** Dense diagonalization takes of order $N^3$ operations and $N^2$ memory. Going from 216 to 512 sites multiplies the time by $(512/216)^3\approx13$. The participation sums cost only $gN$ per group. For a sparse Hamiltonian an iterative solver needs of order $N$ operations per matrix product. In exact arithmetic, a Krylov space built from one start vector holds one vector of each degenerate eigenspace, so multiplets need a block solver or a dense one.

**Stability.** Relative errors $\eta_1$ and $\eta_2$ in the two ratios change $\alpha$ by at most about $(|\eta_1|+|\eta_2|)/\ln(N_2/N_1)$. For 216 and 512 sites, 10% in each can shift $\alpha$ by $0.2/0.863=0.23$, almost the distance from the bound-state limit 0 to the threshold 0.25. A larger size ratio reduces this sensitivity.

The degeneracy tolerance matters as well. If one localized state is grouped with $g-1$ extended ones, it contributes $P_{\rm loc}/g^2$ to the group value, while the extended states add a part of order $1/N$. At fixed $g$ the first part dominates in large enough cells, and the group looks localized although most of its members are not. In small cells the second part can dominate and hide the localized state.

## Example: an indium-like acceptor in silicon

Take $d=0.27$ nm, $t=1$ eV and dielectric constant 11.7. The hole mass is $\hbar^2/(2td^2)=0.523\,m_0$. Besides the central attraction, the hole feels a screened Coulomb tail measured to the nearest image of the acceptor; it is 0.456 eV deep at the first neighbours.

The central term is chosen to put the level at 0.16 eV. With $H_{\rm tail}$ the Hamiltonian without that term, solve $(H_{\rm tail}+B)x=\delta_{\mathbf r,0}$. The earlier argument gives $c=Uc(0)x$, hence $U=1/x(0)$. In the 13824-site cell this yields $U=3.964$ eV, which is then held fixed for all cells. A second, shallow acceptor has the same tail but a central term of 1 eV.

| Sites | $P$, indium-like | $P$, shallow |
|---:|---:|---:|
| 216 | 0.0230 | 0.00478 |
| 512 | 0.0204 | 0.00208 |
| 1728 | 0.0285 | 0.00069 |
| 13824 | 0.0431 | 0.00028 |
| 32768 | 0.0434 | 0.00038 |

For the indium-like level the first pair gives $\alpha=\ln(0.0230/0.0204)/0.863=0.14$, and the next three give $-0.27$, $-0.20$ and $-0.01$. All are labelled localized. Yet $P$ at 512 sites is less than half its value at 32768 sites: a small $\alpha$ shows that $P$ is not falling as $1/N$, not that it has converged. The lowest triplet in the same cells gives $\alpha=0.995$ from 216 to 512 sites, and the numerical output calls it a host triplet. That name describes only its behaviour in these small cells. An attractive Coulomb tail also binds excited states, and in a dilute crystal this p-like triplet becomes one of them. The hydrogenic energy for $n=2$ is $-(0.456)^2/16=-0.013$ eV with $t=1$ eV, and the radial density peaks at four Bohr radii, about 4.7 nm (the Bohr radius is derived below). This is far beyond the half-edges of 0.81 and 1.08 nm, so the triplet is a second example of a shallow bound state that looks host-like.

The computed level itself moves from $-0.297$ eV at 216 sites to $-0.160$ eV at 32768. The tail near the acceptor is the same in every cell, so this shift comes mainly from overlap with the images, examined next. A code that sets the cell average of the potential to zero adds a further, size-dependent constant. That constant shifts energies but leaves eigenvectors, and therefore $P$, unchanged. The periodic Coulomb sum used by such a code also differs from the nearest-image tail by a term growing as $r^2/\ell^3$, and this term does change $P$. With the same central term it gives $P=0.0199$ and $0.0170$ at 216 and 512 sites, so $\alpha=0.18$ instead of 0.14.

**The k point matters.** At the zone corner, where the wavefunction changes sign across each cell boundary, the indium-like level gives $\alpha=0.56$ and $0.42$ for the first two pairs, both undecided. The level lies above its $\Gamma$ value by 0.284, 0.127 and 0.028 eV at 216, 512 and 1728 sites. This artificial dispersion shows that the defect still overlaps its images, and the $\Gamma$ label for 216 and 512 sites should be held provisional.

## Failure modes

**A shallow state in cells that are too small.** The shallow acceptor gives $\alpha=0.97$, $0.91$, $0.43$ and $-0.33$ for the successive pairs. Two pairs agree on "host-like" before the trend breaks, so repetition alone is not a safeguard.

A hydrogenic estimate explains the scale. With kinetic coefficient $td^2$ and tail $-K/r$, the Bohr radius is $a_B=2td^2/K$. Since $K/d=0.456$ eV, $a_B=2(1)(0.27)/0.456=1.18$ nm. For $|\psi|^2=e^{-2r/a_B}/(\pi a_B^3)$,

$$P_\infty\simeq d^3\!\int|\psi|^4d^3r
=\frac{4\pi d^3}{\pi^2a_B^6}\cdot\frac{2a_B^3}{64}
=\frac{d^3}{8\pi a_B^3}\approx4.7\times10^{-4}.$$

A uniform state has this value at about 2100 sites. The three smallest cells lie below that size, so their floor $1/N$ exceeds $P_\infty$ and the plateau cannot appear. In this one-orbital model the warning sign is $NP$ near 1: it is 1.03, 1.06 and 1.19 in those cells, against $216\times0.0230=5.0$ for the indium-like level. On a real-space grid the reference is instead the value $C$ of the host band-edge state, which is not 1: an empirical pseudopotential gives $V\int\rho^2d^3r\approx2.3$ for the valence-band-top triplet of pure silicon. For any suspected shallow dopant, estimate $P_\infty$ first and require $NP_\infty\gg1$ in the smaller cell.

**A resonance inside the band.** Couple an orbital of energy $E_0$ to site 0 with strength $v$, without other defect potential. If its amplitude is $b$, the host amplitudes are $c_{\mathbf k}=vb/[\sqrt N(E-\varepsilon_{\mathbf k})]$. Normalization gives the orbital weight

$$w=|b|^2=\left[1+\frac{v^2}N\sum_{\mathbf k}\frac1{(E-\varepsilon_{\mathbf k})^2}\right]^{-1}.$$

Let the nearest host level lie at distance $\delta$ with multiplicity $m$. It contributes $v^2m/(N\delta^2)\sim v^2\varrho/\delta$ to the bracket, where $\varrho\sim m/(N\delta)$ is the density of states per site. In a small cell $\delta$ is large and $w$ can stay near 1. As the levels become dense, $\delta\to0$ and $w\to0$.

For $E_0=1.5$ eV and $v=0.5$ eV the largest weight is 0.91, 0.86 and 0.30 at 216, 512 and 64000 sites, and $P$ of that state is 0.83, 0.75 and 0.093. The first pair gives $\alpha=0.12$, labelled localized; from 512 to 64000 sites $\alpha=0.43$. A "localized" label for a level inside a host band therefore needs a further test of its width, such as following $w$ over several cell sizes. Two or three sizes are not enough, because $w$ depends on where the nearest host level happens to lie and so falls irregularly: at 343 sites it is only 0.64, below its values at both 216 and 512.

## What carries over to real silicon

The site volume, hole mass and dielectric constant are roughly those of silicon, and 0.16 eV is a rough value for the indium acceptor level. One acceptor per 216 sites is $2.4\times10^{20}$ cm$^{-3}$, far above the density of a dilute dopant, so the image overlap belongs to the supercell. Real silicon breaks the single-band assumption. Repeating the calculation with a rough light-hole mass of $0.16\,m_0$, and the central term refitted to the same depth, moves $\alpha$ for 216 and 512 sites from 0.14 to 0.39, which changes the label to undecided; the next pair gives 0.12. These two values use a central term fitted at 13824 sites, which is not fully converged for the lighter mass; a fit at 110592 sites lowers them to 0.37 and 0.10 with the same labels. The spin-orbit splitting is roughly 0.27 of the level depth, so band mixing is not negligible. Screening at the first neighbours is uncertain too: the tail energy held there is 0.071 eV, or 44% of the depth. The depth is about 0.15 of the gap, a rough measure of remote-band mixing, and 6.2 times the thermal energy at 300 K, which affects occupation rather than this eigenstate calculation. Lattice relaxation, spin and self-consistent charge are left out. The cell sizes found here are therefore guides for choosing a convergence series, not limits for a first-principles calculation. The numerical output lists the remaining values.

## Numbers as computed

```
spacing 0.27 nm, hopping 1.0 eV, dielectric constant 11.7
hole mass of the model: 0.523 m0
Coulomb tail at first neighbour: 0.456 eV
N*P of a cosine: 1.500; of the six-state group: 1.000
N*P of rotated single states: 2.169 to 2.458
critical short-range attraction: 3.9568 eV
deep level, depth 0.5 eV: U = 5.1580 eV, P_inf = 0.4241
deep cell, bound: P(216) = 0.36358, P(512) = 0.40736, alpha = -0.132 localized
deep cell, scattering: P(216) = 0.01803, P(512) = 0.00431, alpha = 1.660 host-like
deep cell, five-fold: P(216) = 0.00491, P(512) = 0.00207, alpha = 1.000 host-like
scattering state, 512 to 1728 atoms: alpha = 1.457
U = 2.0 eV: levels -0.0162, -0.0071 eV (216, 512 atoms), alpha = 1.012
short-range 0.16 eV level: decay length 0.679 nm
plateau deficit at 8000 atoms: 0.00368, law 0.00371
indium-like central term: 3.9642 eV
216 atoms, edge 1.62 nm: indium E = -0.2969 eV, P = 0.02300; shallow E = -0.1845 eV, P = 0.004780
512 atoms, edge 2.16 nm: indium E = -0.2272 eV, P = 0.02041; shallow E = -0.1417 eV, P = 0.002076
1728 atoms, edge 3.24 nm: indium E = -0.1758 eV, P = 0.02846; shallow E = -0.0986 eV, P = 0.000690
13824 atoms, edge 6.48 nm: indium E = -0.1600 eV, P = 0.04309; shallow E = -0.0592 eV, P = 0.000284
32768 atoms, edge 8.64 nm: indium E = -0.1599 eV, P = 0.04342; shallow E = -0.0534 eV, P = 0.000377
216 to 512 atoms: indium alpha = 0.138 localized; shallow alpha = 0.966 host-like
512 to 1728 atoms: indium alpha = -0.273 localized; shallow alpha = 0.905 host-like
1728 to 13824 atoms: indium alpha = -0.199 localized; shallow alpha = 0.426 undecided
13824 to 32768 atoms: indium alpha = -0.009 localized; shallow alpha = -0.326 localized
host triplet in indium cell: P(216) = 0.005446, P(512) = 0.002307, alpha = 0.995
shallow central term: 1.0 eV
resonance: orbital at 1.5 eV, coupling 0.5 eV
resonance, 216 atoms: largest orbital weight 0.9096, P = 0.82771
resonance, 512 atoms: largest orbital weight 0.8641, P = 0.74685
resonance, 64000 atoms: largest orbital weight 0.3048, P = 0.09296
resonance alpha: 216 to 512 0.119; 512 to 64000 0.432
indium weight on central site: 0.1927
first-shell Coulomb energy (screening error scale): 0.0706 eV
light-hole mass 0.16 m0 (rough): hopping 3.266 eV
216 to 512 atoms: light-mass alpha = 0.385 undecided; zone-corner alpha = 0.563 undecided
512 to 1728 atoms: light-mass alpha = 0.117 localized; zone-corner alpha = 0.415 undecided
defect level, corner minus Gamma: 0.2843 eV (216), 0.1268 eV (512), 0.0277 eV (1728)
acceptor density of 216-atom cell: 2.35e+20 cm^-3
spin-orbit splitting / depth (rough): 0.27
depth / gap (rough, remote bands): 0.15
thermal energy at 300 K: 0.0259 eV, depth ratio 6.19
```
